\section*{Nth-harmonic fringes from N phase-shifted exposures in an N-photon resist}

\section{What symmetry fixes}

A resist that absorbs $N$ photons at a time is exposed to the same two-beam fringe pattern $N$ times. Between exposures the fringe phase $\phi$ is advanced by $2\pi/N$. The set of shifts $\{2\pi k/N\}$ maps onto itself when every member is advanced by $2\pi/N$, so the average dose $D(\phi)$ has period $2\pi/N$. Its Fourier series contains harmonics $0,N,2N,\ldots$ and no others.

A second restriction comes from the resist. The intensity contains $e^{\pm i\phi}$ and a constant, so its $N$th power contains no harmonic above $N$. Finally, the fringe and the set of shifts are both unchanged under reversal of sign, so $D$ is even. Together these facts give
\begin{equation}
D(\phi)=A+B\cos N\phi .
\label{form}
\end{equation}
What remains is the ratio $B/A$. We shall find
\begin{equation}
V\equiv\frac{D_{\max}-D_{\min}}{D_{\max}+D_{\min}}=\frac{2}{\binom{2N}{N}} .
\label{main}
\end{equation}
The $N$th harmonic is isolated from the other harmonics, but it stands on a uniform background.

\section{Beams, dose and conventions}

Two mutually coherent plane waves of equal power and parallel polarization arrive at angles $\pm\theta$ to the normal in air. Their transverse wavevectors are $\pm(2\pi/\lambda)\sin\theta$, where $\lambda$ is the vacuum wavelength. Refraction conserves these components, so the relative phase in the film is
\begin{equation}
\phi=\frac{4\pi\sin\theta}{\lambda}\,x=\frac{2\pi x}{\Lambda},
\qquad \Lambda=\frac{\lambda}{2\sin\theta}.
\end{equation}
With $I_0$ the fringe-averaged intensity in the film,
\begin{equation}
I(\phi)=\frac{I_0}{2}\left|1+e^{i\phi}\right|^2=I_0(1+\cos\phi).
\end{equation}
The dose of one exposure is taken as $I^N$, with the rate constant and exposure time set to one. $D$ denotes the mean over the $N$ exposures; the accumulated dose is $N$ times larger and has the same visibility.

The resist must store the doses and add them, with no intermediate excitation surviving from one exposure to the next. The order of operations matters. If the $N\ge2$ shifted intensities were added first and the sum then raised to the $N$th power, their cosines would cancel and the result would be flat. Simultaneous patterns with random relative phases are a different case: their fields beat, and the mean of $I^N$ is not the $N$th power of the mean intensity.

\section{The two coefficients}

Since $|1+e^{i\phi}|^2=(1+e^{i\phi})(1+e^{-i\phi})=e^{-i\phi}(1+e^{i\phi})^2$,
\begin{align}
I^N&=\frac{I_0^N}{2^N}\,e^{-iN\phi}(1+e^{i\phi})^{2N}\nonumber\\
&=\frac{I_0^N}{2^N}\sum_{m=-N}^{N}\binom{2N}{N+m}e^{im\phi}.
\end{align}
The binomial coefficients for $m$ and $-m$ are equal. Pairing these terms gives
\begin{equation}
I^N=\frac{I_0^N}{2^N}\left[\binom{2N}{N}+2\sum_{m=1}^{N}\binom{2N}{N-m}\cos m\phi\right].
\label{single}
\end{equation}
Averaging over the shifts multiplies $e^{im\phi}$ by
\begin{equation}
S_m=\frac1N\sum_{k=0}^{N-1}z^k,\qquad z=e^{2\pi im/N}.
\end{equation}
If $N$ divides $m$, then $z=1$ and $S_m=1$. Otherwise the geometric sum is $(z^N-1)/[N(z-1)]=0$, because $z^N=1$ and $z\ne1$. In the range $|m|\le N$ the survivors are $m=0$ and $m=\pm N$, whose binomial coefficients are $\binom{2N}{N}$ and 1. Hence
\begin{equation}
D(\phi)=\frac{I_0^N}{2^N}\left[\binom{2N}{N}+2\cos N\phi\right].
\label{dose}
\end{equation}
The extrema occur at $\cos N\phi=\pm1$. Their difference over their sum is $4/[2\binom{2N}{N}]$, which is Eq.~\eqref{main}.

For $N=1,2,3,4$ the visibility is $1,\ 1/3,\ 1/10,\ 1/35$. The pitch falls as $\Lambda/N$, while Stirling's formula $\binom{2N}{N}\simeq4^N/\sqrt{\pi N}$ gives
\begin{equation}
V\simeq 2\sqrt{\pi N}\,4^{-N}\qquad(N\gg1).
\end{equation}
At large order, each further photon therefore costs nearly a factor of four in visibility.

\section{How many exposures, and which resist order?}

Could fewer exposures do the same work? Let $M<N$ exposures have distinct phases $\theta_k$ and positive weights $w_k$. Removing harmonics $1,\ldots,N-1$ requires in particular
\begin{equation}
\sum_{k=1}^{M}w_k z_k^m=0,\qquad m=1,\ldots,M,\quad z_k=e^{i\theta_k}.
\end{equation}
The determinant of the matrix $z_k^m$ is, up to sign, $\prod_k z_k\prod_{k<l}(z_l-z_k)$. It is nonzero, so all $w_k$ would vanish. Exposures with coincident phases can be merged, so they do not evade the argument. At least $N$ exposures are needed.

Now let the resist have order $P$ and use $M$ equal shifts. The average keeps multiples of $M$. If $M>P$ the dose is flat. If $M\le P<2M$, one harmonic survives, and Eq.~\eqref{single} with $N$ replaced by $P$ gives
\begin{equation}
V_{P,M}=\frac{2\binom{2P}{P-M}}{\binom{2P}{P}}
=2\prod_{i=1}^{M}\left(1-\frac{M}{P+i}\right).
\end{equation}
The product follows from $(P!)^2/[(P-M)!(P+M)!]$. Each factor increases with $P$, so within this range a higher order improves the visibility at fixed pitch $\Lambda/M$. For three exposures, $P=3,4,5$ gives $V=0.100,\ 0.229,\ 0.357$.

\section{Comparison with an entangled state}

Let $a$ and $b$ annihilate photons in the two beams. For $(|N,0\rangle+|0,N\rangle)/\sqrt2$ the $N$-photon rate is proportional to the squared norm of $(a+e^{i\phi}b)^N$ acting on the state. Mixed products of $a$ and $b$ give zero, since each component has one empty mode. The terms $a^N$ and $e^{iN\phi}b^N$ each leave the vacuum with a factor $\sqrt{N!}$, so
\begin{equation}
\text{rate}\propto\frac{N!}{2}\left|1+e^{iN\phi}\right|^2=N!(1+\cos N\phi).
\end{equation}
This has unit visibility in one exposure. The classical sequence reaches the same pitch at the same wavelength and angle, but for $N\ge2$ it retains a background that the entangled state lacks.

\section{A three-photon example}

Take $N=3$, $\lambda=1030$ nm, $\theta=60^\circ$ and a film index $n=1.6$. Then
\begin{equation}
\Lambda=\frac{1030\ \text{nm}}{2\sin60^\circ}=594.7\ \text{nm},
\qquad \frac{\Lambda}{3}=198.2\ \text{nm}.
\end{equation}
Each phase step moves the original fringe by one final pitch. At $\phi=0$ the three intensities are $2I_0$, $I_0/2$ and $I_0/2$; at $\phi=\pi/3$ they are $3I_0/2$, 0 and $3I_0/2$. Cubing before averaging gives
\begin{align}
D_{\max}&=\frac{8+0.125+0.125}{3}I_0^3=2.75\,I_0^3,\\
D_{\min}&=\frac{3.375+0+3.375}{3}I_0^3=2.25\,I_0^3.
\end{align}
Thus $V=0.50/5.00=0.100$, and the bright-to-dark ratio is 1.22. A sharp development threshold must fall within this narrow dose range to separate lines from spaces. The corresponding intensity range is narrower still, being the cube root of the dose ratio.

\section{Unequal exposures}

Relative to the mean dose, the harmonics of one exposure have amplitudes $h_m=2\binom{2N}{N-m}/\binom{2N}{N}$. For $N=3$ these are 1.5, 0.6 and 0.1. The unwanted first harmonic is 15 times the wanted third, so its cancellation must be accurate.

Suppose one exposure has intensity $(1+\epsilon)I_0$. Its dose weight is $w=(1+\epsilon)^N$. The equal parts of the weights still cancel, leaving for $0<m<N$
\begin{equation}
\text{restored amplitude}=h_m\frac{|w-1|}{N-1+w}\simeq h_m|\epsilon|.
\end{equation}
A 1\% intensity error restores harmonics of 0.015 and 0.006 of the mean dose. The first is already 15\% of the wanted modulation.

If instead one phase is wrong by $\delta$, the uncancelled part is $(e^{im\delta}-1)/N$, and
\begin{equation}
\text{restored amplitude}=\frac{2h_m}{N}\left|\sin\frac{m\delta}{2}\right|.
\end{equation}
For $\delta=2^\circ$, a displacement of 3.3 nm, the first two harmonics return at 0.017 and 0.014. Intensity noise common to both beams cancels in $V$ if its average of $I_0^N$ is the same in every exposure; drift between exposures acts as the weight error above.

\section{Imperfect interference}

For beam powers in ratio $r$, the field is proportional to $1+\sqrt r\,e^{i\phi}$. Expanding its $N$th power and multiplying by the conjugate gives the constant term $\sum_j\binom Nj^2r^j$ and the coefficient $r^{N/2}$ of $e^{\pm iN\phi}$. Therefore
\begin{equation}
V_r=\frac{2r^{N/2}}{\sum_{j=0}^{N}\binom Nj^2r^j}.
\end{equation}
At $r=0.9$ and $N=3$ this is 0.0998, so a modest power imbalance matters little.

Polarization can matter more. If one exposure has intensity $I_0(1+c\cos\phi)$, with $0\le c\le1$, its constant term uses $\langle\cos^{2j}\phi\rangle=\binom{2j}{j}/4^j$, while its top harmonic is $2(c/2)^N\cos N\phi$. Thus
\begin{equation}
V_c=\frac{2(c/2)^N}{\sum_{j=0}^{\lfloor N/2\rfloor}\binom N{2j}\binom{2j}{j}(c/2)^{2j}}.
\end{equation}
The main example uses s polarization, for which the two fields are parallel. For p polarization the fields in the film meet at twice the internal angle, $\theta_f=\arcsin(\sin\theta/n)=32.8^\circ$, and $c=\cos2\theta_f=0.414$. If the absorber responds to $|\mathbf E|^2$ alone, then
\begin{equation}
V_c=\frac{c^3/4}{1+3c^2/2}=0.0141,
\end{equation}
about one seventh of the s-polarized value. This number depends on the assumed response. The p-polarized interference field is elliptical, with $|\mathbf E|^2\propto1+c\cos\phi$ and $\mathbf E\cdot\mathbf E\propto c+\cos\phi$, and an isotropic three-photon rate has the form $\alpha|\mathbf E|^6+(1-\alpha)|\mathbf E\cdot\mathbf E|^2|\mathbf E|^2$, where $\alpha$ is the ratio of the circular to the linear rate. The second term has mean $1/2+2c^2$ and third harmonic $c/4$, so
\begin{equation}
V=\frac{\alpha c^3/4+(1-\alpha)c/4}{\alpha(1+3c^2/2)+(1-\alpha)(1/2+2c^2)} .
\end{equation}
This is 0.0141 for $\alpha=1$, 0.069 for randomly oriented absorbers with a single dipole axis ($\alpha=0.4$), and 0.123 for $\alpha=0$. For s polarization the field is linear and $V=0.100$ for any $\alpha$.

Short pulses whose fronts are normal to their propagation directions also lose overlap away from the field centre; tilted pulse fronts are not treated here. Let their intensity envelope be $e^{-t^2/T^2}$, without chirp, and their delay be $\tau=2x\sin\theta/c_0$, with $c_0$ the speed of light. A term with $N-j$ intensity factors from one pulse and $j$ from the other has exponent
\begin{align}
&-\frac{(N-j)(t+\tau/2)^2+j(t-\tau/2)^2}{T^2}\nonumber\\
&\qquad=-\frac{N(t-t_j)^2}{T^2}-\frac{j(N-j)\tau^2}{NT^2},
\end{align}
where $t_j=(2j-N)\tau/(2N)$ completes the square. The time integral of the first part is the same for all terms. The top harmonic has equal powers of the two envelopes, which corresponds to $j=N/2$ in the exponent. Hence
\begin{equation}
V_\tau=\frac{2e^{-N\tau^2/(4T^2)}}
{\sum_{j=0}^{N}\binom Nj^2e^{-j(N-j)\tau^2/(NT^2)}}.
\end{equation}
For a full width at half maximum of 300 fs, $T=300/(2\sqrt{\ln2})=180$ fs. At 20~$\mu$m from the centre $\tau=115.5$ fs, and $V_\tau=0.094$. The visibility hardly changes, but the mean dose does. Relative to the centre it is the denominator of $V_\tau$ divided by $\binom{2N}{N}$, here 0.784. The bright dose at 20~$\mu$m is therefore $0.784\times1.094=0.858$ of the central mean, below the central dark dose of 0.900. A sharp threshold that separates lines from spaces at the centre would give no lines there, so the usable field is set by the fall in mean dose before the loss of visibility matters.

\section{What the resist does to the pattern}

Absorption of order below $N$ leaves only a constant dose after the $N$ shifts. If it supplies a fraction $b$ of the mean dose, the modulation is diluted to $V(1-b)$. A 10\% two-photon share gives 0.090.

Gaussian blur with standard deviation $\sigma$ averages $\cos N(\phi+2\pi u/\Lambda)$ over displacements $u$. The sine part vanishes by symmetry, and the cosine part multiplies $V$ by
\begin{equation}
\exp\left[-\frac12\left(\frac{2\pi N\sigma}{\Lambda}\right)^2\right].
\end{equation}
For $\sigma=20$ nm this factor is 0.818. With the two-photon background as well, the visibility at the field centre is $0.100\times0.90\times0.818=0.074$.

Depletion need not spoil the pitch. If the unreacted fraction $q$ obeys $\dot q=-\kappa I^Nq$, successive exposures multiply exponentials, so $q=e^{-d}$, where $d$ is the accumulated dose including $\kappa$ and the exposure time. The converted fraction $1-e^{-d}$ depends on total dose alone and keeps the period $\Lambda/N$, though multiples of the $N$th harmonic may appear. Inserting $d=\bar d(1\pm V)$ gives its visibility:
\begin{align}
V_{\rm conv}&=\frac{e^{-\bar d(1-V)}-e^{-\bar d(1+V)}}
{2-e^{-\bar d(1-V)}-e^{-\bar d(1+V)}}\nonumber\\
&=\frac{\sinh(V\bar d)}{e^{\bar d}-\cosh(V\bar d)}.
\end{align}
For the ideal $V=0.100$ and $\bar d=0.50$ this is 0.077; as $\bar d\to0$ it returns to $V$.

\section{Is the power law reasonable here?}

One photon carries $\hbar\omega=1.204$ eV. With an absorption edge $\Delta=3.50$ eV, two photons supply 2.41 eV and three supply 3.61 eV, so three-photon absorption is the lowest open order in this model. Defects or dopants absorbing below the edge would add the background treated above.

At the temporal peak of the pulse let $I_0=0.25$ TW/cm$^2$, so that a bright fringe has $I=0.50$ TW/cm$^2$. In Gaussian units $I=nc_0E^2/(8\pi)$. A free electron driven by $E\cos\omega t$ has velocity amplitude $eE/(m_e\omega)$ and mean kinetic energy
\begin{equation}
U_p=\frac{e^2E^2}{4m_e\omega^2}=\frac{2\pi e^2I}{nm_ec_0\omega^2}=0.031\ \text{eV}.
\end{equation}
This is below the 0.111 eV by which three photons exceed the edge. The Keldysh parameter is
\begin{equation}
\gamma=\frac{\omega\sqrt{2m_e\Delta}}{eE}=\sqrt{\frac{\Delta}{2U_p}}=7.5.
\end{equation}
Since $\gamma\gg1$, the estimate favours multiphoton absorption over tunnelling. It uses the free-electron mass and no local-field correction, so it identifies the order without proving an exact power law. The distinction matters because the wanted harmonic is only 10\% of the mean dose. If the edge shifts up by $U_p$, the bright fringe loses 28\% of its excess energy and the rate bends below $I^3$. The Keldysh two-band rate, integrated over the Gaussian pulse, then gives $V=0.085$ for the free-electron mass and 0.059 for half that mass, and for a mass below $0.28\,m_e$ the three-photon channel closes at the bright peak. The pitch $\Lambda/3$ survives, since it follows from the shifts alone. A molecular resist need not follow a band model, so these values show the sensitivity and are not a prediction.

These round parameters are meant to resemble femtosecond ytterbium-laser writing in a transparent, UV-sensitive polymer resist; they do not describe a particular product. Taking 10 TW/cm$^2$ as a rough breakdown scale leaves a factor of 20 above the bright fringe, but that scale depends on the material and pulse train. For these pulses it corresponds to 3.2 J/cm$^2$, against 0.16 J/cm$^2$ at the bright fringe, and the margin of a given polymer under many pulses may be much smaller. Real resists can break the assumption of additive dose through radical reactions, heating or changes between exposures. Those effects are not sized here. Among those that are, blur and two-photon absorption together lower the predicted visibility from 0.100 to 0.074, and a ponderomotive shift of the edge could cost a comparable amount. The effect of p polarization depends on the absorber: 0.014 for a response to $|\mathbf E|^2$ alone, but 0.069 for randomly oriented absorbers with a single dipole axis. The value for s polarization does not depend on this property. Intensity and phase must both be controlled between exposures: a 1\% intensity error or a $2^\circ$ phase error in one exposure restores a first harmonic equal to 15\% or 17\% of the wanted modulation.

Numerical values quoted here were computed with a short program.
